\section*{Transmission through a Two-Dimensional Scattering Slab: Simulation and a Simple Law}

\section{A slab so thin that one scattering settles the matter}

Particles move in a plane and enter a slab $0<x<L$ from a thermal contact at $x=0$. The contact at $x=L$ absorbs whatever reaches it, and particles that return to $x=0$ are absorbed there. Inside there is no field. Each scattering keeps the speed and makes the new direction uniform over the full circle. The distance flown between scatterings is exponentially distributed with mean $\Lambda$, taken for now to be the same at all energies. What fraction $T$ of the injected particles gets through?

The contact holds a Maxwell gas, but the particles crossing a line are weighted by $v_x=v\cos\theta$. In units where $\sqrt{kT/m}=1$, the injected flux is proportional to
\begin{equation}
v_x e^{-v^2/2}\,dv_x\,dv_y=\left(v^2e^{-v^2/2}\,dv\right)\left(\cos\theta\,d\theta\right).
\end{equation}
Speed and angle are independent, and the normalized angular density is $\tfrac12\cos\theta$ on $|\theta|<\pi/2$.

Let $\ell=L/\Lambda\ll1$. A particle at angle $\theta$ has a path $L/\cos\theta$, so it scatters with probability close to $\ell/\cos\theta$. This fails for grazing particles with $\cos\theta\lesssim\ell$, but they carry only a fraction of order $\ell^2$ of the flux. Half of the scattered particles turn back, and second scatterings are of higher order. The reflected fraction is therefore
\begin{equation}
R\simeq\frac12\int_{-\pi/2}^{\pi/2}\frac{\cos\theta}{2}\,\frac{\ell}{\cos\theta}\,d\theta=\frac{\pi}{4}\,\ell .
\label{thin}
\end{equation}

This case exposes two naive choices. The first is to inject angles uniformly. The average of $1/\cos\theta$ then diverges logarithmically, and reflection no longer starts linearly in $L$. The second is to put the free path itself into a law of the form $\Lambda/(\Lambda+L)$. That gives $R\simeq\ell$, which is 27\% above (\ref{thin}). Replacing $\Lambda$ by a length fitted to (\ref{thin}) would repair the thin slab, but nothing yet says that it would suit a thick one.

\section{The length that belongs in the law}

Let $s=x/\Lambda$, and let $f(s,\theta)$ be defined so that $\cos\theta\,f\,d\theta$ is the $x$-directed flux in $d\theta$, per injected particle. At $s=0$ the incoming part is $f=\tfrac12$. Loss by scattering and isotropic re-emission give
\begin{equation}
\cos\theta\,\frac{\partial f}{\partial s}=S-f,\qquad S(s)=\frac1{2\pi}\int_0^{2\pi}f\,d\theta .
\label{boltz}
\end{equation}
Integrated over angle, the right side vanishes. The net flux $\int\cos\theta f\,d\theta$ is thus independent of $s$; at the exit it equals $T$. Now multiply (\ref{boltz}) by $\cos\theta$ and integrate again. The $S$ term drops out because $\int\cos\theta\,d\theta=0$, leaving
\begin{equation}
\frac{d\Pi}{ds}=-T,\qquad \Pi=\int_0^{2\pi}\cos^2\theta\,f\,d\theta .
\end{equation}
Hence $\Pi(0)-\Pi(\ell)=T\ell$.

The values at the faces follow from what crosses them. Let $a_R$ and $a_T$ be the flux-averaged values of $|\cos\theta|$ for reflected and transmitted particles. The injected particles contribute $\int_{-\pi/2}^{\pi/2}\tfrac12\cos^2\theta\,d\theta=\pi/4$ to $\Pi(0)$ and the reflected ones $Ra_R$, while $\Pi(\ell)=Ta_T$. So
\begin{equation}
\frac{\pi}{4}+Ra_R-Ta_T=T\ell .
\label{bal}
\end{equation}

One more relation removes $a_R$. Inject equally from both sides. Then $f=\tfrac12$ everywhere satisfies (\ref{boltz}) and both boundary conditions. The particles leaving the left face are the reflected ones from the left source plus the mirror image of the transmitted ones. Together they have $f=\tfrac12$, so
\begin{equation}
Ra_R+Ta_T=\frac{\pi}{4}.
\end{equation}
Inserting $Ra_R=\pi/4-Ta_T$ in (\ref{bal}) gives $\pi/2-2Ta_T=T\ell$, or
\begin{equation}
T=\frac{\pi/2}{\ell+2a_T}=\frac{\lambda}{L+2a_T\Lambda},\qquad \lambda=\frac{\pi}{2}\Lambda .
\label{exact}
\end{equation}

No approximation has been made within the model. If the transmitted particles leave with the same cosine law as the injected ones, then $a_T=\pi/4$, $2a_T\Lambda=\lambda$, and
\begin{equation}
T\simeq\frac{\lambda}{\lambda+L}.
\label{law}
\end{equation}
The simple law is thus an assumption about exit angles. For a long slab that assumption hardly matters: $a_T$ cannot exceed 1, so $T\to\lambda/L$. The naive choice $\Lambda/L$ would be 36\% too small there.

\section{Which way the law errs}

Following a ray back from the exit, with $\mu=\cos\theta>0$, the solution of (\ref{boltz}) is
\begin{equation}
f(\ell,\mu)=\int_0^\infty e^{-y}\,S(\ell-\mu y)\,dy ,
\label{ray}
\end{equation}
where $S$ is extended by $\tfrac12$ to $s<0$, which reproduces the unscattered injected beam. For leftward rays $S$ is extended by 0 to $s>\ell$. Averaging such rays over angle gives, inside the slab,
\begin{equation}
S(s)=\int_{-\infty}^{\infty}k(|s-s'|)S(s')\,ds',\qquad
k(r)=\frac1\pi\int_0^{\pi/2}\frac{e^{-r/\cos\theta}}{\cos\theta}\,d\theta .
\end{equation}
With $\cos\theta=1/\cosh u$ one has $d\theta=du/\cosh u$, so $k(r)=\frac1\pi\int_0^\infty e^{-r\cosh u}du=K_0(r)/\pi$, with $K_0$ the modified Bessel function.

Solve this by iteration from $S=0$ inside; each round admits one more scattering. The extended starting function is a downward step. Convolution with a non-negative, normalized kernel keeps a non-increasing function non-increasing and between 0 and $\tfrac12$. Resetting the outside values to $\tfrac12$ and 0 preserves this too. The limit $S$ is therefore non-increasing. A larger $\mu$ in (\ref{ray}) looks further back, where $S$ is no smaller, so $f(\ell,\mu)$ does not decrease with $\mu$.

Let $\langle\cdot\rangle$ be the average with weight $\tfrac12\cos\theta$. For two independent angles, $(\mu-\mu')(f-f')\ge0$. Its average is $2(\langle\mu f\rangle-\langle\mu\rangle\langle f\rangle)$, so
\begin{equation}
a_T=\frac{\langle\mu f\rangle}{\langle f\rangle}\ge\langle\mu\rangle=\frac{\pi}{4}.
\end{equation}
Together with $a_T\le1$, equation (\ref{exact}) yields
\begin{equation}
\frac{\lambda}{L+2\Lambda}\le T\le\frac{\lambda}{L+\lambda}.
\label{bounds}
\end{equation}
The law never underestimates transmission in this model. Its error relative to the true $T$ is
\begin{equation}
\frac{T_{\rm law}}{T}-1=\frac{2(a_T-\pi/4)}{\ell+\pi/2}.
\label{err}
\end{equation}
It vanishes at both ends: for thin slabs because the injected beam passes almost unchanged and $a_T\to\pi/4$, for thick ones because the denominator grows.

\section{The simulation, and why counting is not enough}

The injection rule and the free-path distribution fix the algorithm.
\begin{enumerate}
\item Start at $x=0$. Draw $v_x=\sqrt{-2\ln U}$ with $U$ uniform on $(0,1)$, which has density $v_xe^{-v_x^2/2}$, and draw $v_y$ from a unit Gaussian.
\item Draw a flight length from the exponential distribution of mean $\Lambda$.
\item If the flight crosses a face, record which face and the value of $|\cos\theta|$, and stop.
\item Otherwise move to the end of the flight, draw a new angle uniformly on $(0,2\pi)$ at the same speed, and return to step 2.
\end{enumerate}

The obvious estimate of $T$ from $N$ particles is the fraction counted at the far face. Each particle is a yes-or-no trial, so its relative standard error is
\begin{equation}
\frac{\delta T}{T}=\sqrt{\frac{1-T}{NT}} .
\end{equation}
For $T\approx0.05$ and $N=200\,000$ this is 1\%. That confirms a law to a few percent, but cannot resolve a smaller error in it.

Equation (\ref{exact}) offers a better use of the same particles: measure $a_T$ and compute $T$ from it. Differentiation gives $\delta T/T=2\,\delta a_T/(\ell+2a_T)$. For the cosine law, $\langle\mu^2\rangle=\tfrac12\int\cos^3\theta\,d\theta=\tfrac23$, so the spread of $\mu$ is $\sqrt{2/3-\pi^2/16}\approx0.22$. With about $10^4$ transmitted particles $\delta a_T\approx0.002$, and at $\ell=30$ the relative error of $T$ falls to about $0.01\%$. The gain comes from knowing the bulk resistance beforehand; only the contact correction is left to chance.

A check without random numbers comes from the collision density $c(s)=2\pi S(s)$, the mean number of collisions per unit $s$ and injected particle. Define $\mathrm{Ki}_n(x)=\int_0^\infty e^{-x\cosh u}\cosh^{-n}u\,du$. The part $s'<0$ of the convolution contributes $\int_s^\infty K_0(r)\,dr=\mathrm{Ki}_1(s)$ to $c$, hence
\begin{align}
c(s)&=\mathrm{Ki}_1(s)+\frac1\pi\int_0^\ell K_0(|s-s'|)\,c(s')\,ds',\\
T&=\mathrm{Ki}_2(\ell)+\frac1\pi\int_0^\ell c(s)\,\mathrm{Ki}_1(\ell-s)\,ds .
\end{align}
The second line is $\int\cos\theta f\,d\theta$ at the exit, from (\ref{ray}): first the unscattered beam, then the flux from each layer.

The singularity of $K_0$ at zero spoils a pointwise grid. Averaging over cells of width $h$ removes it. Since $\mathrm{Ki}_2''=K_0$, the probability that a particle scattered in one cell next scatters $j\ge1$ cells away, on a given side, is
\begin{equation}
P_j=\frac{\mathrm{Ki}_2((j+1)h)-2\mathrm{Ki}_2(jh)+\mathrm{Ki}_2((j-1)h)}{\pi h}.
\end{equation}
For the same cell, subtract the escape through its two sides: $P_0=1-2[1-\mathrm{Ki}_2(h)]/(\pi h)$. The matrix depends on cell separation alone, so a Toeplitz solver handles it quickly.

\section{From mobility to free path}

In an unbounded medium each flight adds $\langle r^2\cos^2\theta\rangle=2\Lambda^2\cdot\tfrac12=\Lambda^2$ to $\langle x^2\rangle$ and takes a mean time $\Lambda/v$. So $D=\langle x^2\rangle/2t=v\Lambda/2$. In a thermal gas in two dimensions the mean speed is $\sqrt{\pi kT/2m}$. The mean $v_x$ of the right-moving half is $v_T=\sqrt{2kT/\pi m}$, smaller by the factor $2/\pi$. Therefore $2D/v_T=\pi\Lambda/2=\lambda$. From here on $\mu$ denotes the mobility, no longer $\cos\theta$. In atomic units the Einstein relation is $D=\mu kT$, which makes drift and diffusion cancel in equilibrium. Then
\begin{equation}
\lambda=\frac{2\mu kT}{v_T}.
\label{mob}
\end{equation}

Take rough values for electrons in a silicon inversion layer: transport mass $0.19\,m_e$, 300 K, and mobility 250 cm$^2$/Vs. With $kT=0.02585$ eV, $D=250\times0.02585=6.46$ cm$^2$/s. With $v_T=1.234\times10^7$ cm/s,
\begin{equation}
\lambda=\frac{2\times6.46}{1.234\times10^7}\ \text{cm}=10.5\ \text{nm}\ (105\ \text{\AA}),\qquad \Lambda=\frac{2\lambda}{\pi}=6.67\ \text{nm}.
\end{equation}

With 200\,000 particles per length, the results are as follows; $a_T$ is the simulated value, with sampling noise in its last digit, and the last column is the law's error relative to the integral equation.
\begin{center}
\begin{tabular}{rccccc}
$L$ (nm) & counted & integral & law & $a_T$ & error\\
1 & 0.901 & 0.9012 & 0.9128 & 0.797 & 1.3\%\\
3 & 0.760 & 0.7613 & 0.7773 & 0.807 & 2.1\%\\
10 & 0.502 & 0.5015 & 0.5115 & 0.817 & 2.0\%\\
30 & 0.256 & 0.2560 & 0.2588 & 0.819 & 1.1\%\\
100 & 0.095 & 0.0944 & 0.0948 & 0.817 & 0.4\%\\
200 & 0.049 & 0.0497 & 0.0498 & 0.818 & 0.2\%
\end{tabular}
\end{center}
The shortest slabs test the law; they are not proposed devices. At 10 nm the naive $\Lambda/(\Lambda+L)=6.67/16.67=0.40$ is 20\% low.

At 200 nm the count is $0.0487\pm0.0005$, about two standard errors below the integral result. The exit cosine of the same run, 0.8177, gives $T=1.5708/(30.00+1.635)=0.0497$, in agreement with it.

On a scan of 70 lengths from $\ell=0.003$ to 60, solved by the integral equation, both bounds (\ref{bounds}) held. The largest error on this grid was 2.25\%, at $\ell=0.81$; the maximum is flat and lies near $\ell=0.76$. At $\ell=0.001$ the ratio $R/\ell$ was 0.783, against $\pi/4=0.785$ from (\ref{thin}); the law gives $2/\pi=0.637$. In a thin slab the law is therefore good for transmission but about 19\% low for reflection.

\section{When the free path depends on energy}

Suppose instead that the scattering time $\tau$ is constant, so $\Lambda=v\tau$. Elastic scattering keeps each energy separate, and (\ref{bounds}) holds at each one. The flux weight $v^2e^{-v^2/2}$ gives $\langle v\rangle=2\sqrt{2/\pi}$ and $\langle v^2\rangle=3$ in thermal units. The averaged $\lambda$ is then $(\pi/2)\tau\langle v\rangle=\sqrt{2\pi}\,\tau$. Equation (\ref{mob}) gives the same, since now $D=\tau$ and $v_T=\sqrt{2/\pi}$.

The function $\lambda/(\lambda+L)$ is concave in $\lambda$, so its average lies below its value at the average. The law remains an upper bound, with a larger gap. The relative variance of $\lambda$ is $3\pi/8-1=0.178$. Expansion to second order lowers $T$ by the fraction $0.178\,\lambda L/(\lambda+L)^2$, at most 4.5\%, at $L=\lambda$. Added to the angular error of 2.0\%, this suggests about 6.5\% at 10 nm. The full average gives $T=0.479$ there, and the law is 6.8\% high, the largest error among the six lengths. At 200 nm it is 1.1\% high. Over all lengths the largest error is about 7\%. In two dimensions the density of states is constant, so short-range and acoustic-phonon scattering give a constant $\tau$; this case, not the constant free path, is the natural one for an inversion layer. A steeper dependence is worse: at the same mobility the largest error is about 19\% for $\Lambda\propto v^2$ and 36\% for $\Lambda\propto v^3$. ``A few percent'' thus holds only when $\Lambda$ varies little across the injected flux.

\section{What a transistor adds}

The chosen mass and mobility are of the usual order for a silicon inversion layer, and channels a few tens of nanometres long are real. The assumption a working transistor breaks most plainly is the absence of a field. With constant $\tau$ held fixed and elastic scattering kept, a uniform field over 30 nm raises the source-to-drain $T$ from 0.247 at zero drop to 0.39--0.40 at 0.05 V and 0.73--0.74 at 0.5 V, with sampling errors near 0.002. At 0.5 V carriers gain many phonon energies, so elastic scattering at fixed $\tau$ is no longer realistic and that value shows only the trend. The law with the full $L$ is therefore not a drain-current formula at high bias. Real carriers also exchange energy: with a phonon energy of roughly 0.06 eV, 20\% of the flux from a non-degenerate contact lies above the emission threshold. Without a field absorption balances emission in the thermal gas, and at constant $\tau$ even full thermalization at every collision leaves $T$ near 0.48 at 10 nm; net loss matters once the field heats the carriers. Real scattering need not be isotropic either. If the mean cosine of the deflection is $g$, (\ref{exact}) still holds with $\Lambda/(1-g)$ in place of $\Lambda$, and this is the length the mobility gives. The proof of the upper bound does not carry over, but for a peaked model kernel with $g$ up to 0.9 the law stayed above $T$, by at most about 3\%.

The field simulation can be checked in a long slab. For a drop of $u$ in units of $kT$ and injection energy $e$, also in $kT$, the local diffusion coefficient is $\tau(e+ux/L)$. Let resistance mean the density drop per unit flux at fixed total energy. Integrating the inverse of the diffusion coefficient gives a bulk resistance $L\ln(1+u/e)/(u\tau)$. At zero field the law replaces $L/D$ by $(L+\lambda)/D$, which adds a contact resistance $\lambda/D=\pi/v$; half is assigned to each end at its local speed. A contact gas of density $n$ and speed $v$ injects the flux $nv/\pi$, so at each injection energy $T$ is $\pi/v$ divided by the total resistance. For 200 nm and $u=2$, this approximate joining gives 0.085 after thermal averaging, and the simulation 0.0845.

Degeneracy also matters. In linear response a long channel obeys $n\mu/L=(\lambda/L)\,dJ_+/dE_F$ in atomic units. With $n=N F_0$ and one-way flux $J_+=\tfrac12Nv_TF_{1/2}$, where $F_j$ are normalized Fermi integrals of $E_F/kT$ and $F_{1/2}'=F_{-1/2}$, equation (\ref{mob}) gains the factor $F_0/F_{-1/2}$. At $10^{13}$ cm$^{-2}$ in two valleys and the same mobility, $\lambda$ becomes 15.9 nm, and the law at 30 nm gives 0.35 instead of 0.26. This places all the charge in the lowest subband of the two valleys. In a (100) layer at 300 K a self-consistent Hartree estimate puts only about 70--80\% of it there, depending on the depletion charge, and the same relation summed over subbands gives 14--15 nm.

A heavier mass shifts $\lambda$ the other way, and so does heating if the mobility falls faster than the power $-1/2$ of temperature. Motion along a heavy axis of mass $0.92\,m_e$ at the same scattering time gives 4.8 nm; if $\tau$ also scales inversely with the density-of-states mass $\sqrt{0.19\times0.92}\,m_e$, it is 2.2 nm. At 360 K, if mobility falls as the power $-1.5$ of temperature, $\lambda$ is 8.7 nm; the power $-1$, plausible where surface roughness contributes, gives 9.6 nm.

The classical picture sets a lower limit on length. For a square barrier of 0.3 eV, the WKB exponent makes the flow through the barrier, relative to the thermal flow over it, about 0.04 at 10 nm but about 100 at 3 nm. These are orders of magnitude only: the bare exponent omits the prefactor of an abrupt barrier, fails near its top, where half of the 10 nm value arises, and ignores reflection above it. The exact square-barrier transmission gives about 0.03 and 500. Even in a long channel the margin is thin: the thermal wavelength is 9.9 nm, longer than $\Lambda$, and $\hbar/\tau=0.024$ eV is close to $kT$. The few-percent agreement measures how well the law solves the classical model, not how well that model describes a device. These estimates are made one at a time; they are not meant to be combined.

\section*{Numbers as computed}
\begin{verbatim}
INPUT (rough silicon inversion-layer values)
mass 0.19 m_e; temperature 300 K
mobility 250 cm2/Vs; kT 0.02585 eV
one-way thermal speed v_T 1.234e+07 cm/s
lambda 10.472 nm = 104.72 angstrom
mean free path Lambda 6.667 nm
random-walk D/(v Lambda) 0.5000 (no unit)
TRANSMISSION, constant free path (T has no unit)
L/nm  L/Lambda  T_simul  std_err  T_integral  T_law
   1    0.150   0.90100  0.00067   0.90122   0.91283
   3    0.450   0.76043  0.00095   0.76128   0.77732
  10    1.500   0.50206  0.00112   0.50146   0.51154
  30    4.500   0.25614  0.00098   0.25598   0.25875
 100   14.999   0.09473  0.00065   0.09442   0.09480
 200   29.999   0.04870  0.00049   0.04965   0.04976
L/nm  law_error/%  exit_cos_simul  exit_cos_integral
   1      1.29       0.7968       0.7965
   3      2.11       0.8068       0.8067
  10      2.01       0.8169       0.8162
  30      1.08       0.8185       0.8183
 100      0.40       0.8169       0.8183
 200      0.21       0.8177       0.8183
scan L/Lambda from 0.003 to 60 (no unit)
largest law error 2.25 % at L/Lambda 0.81
short-slab reflection slope 0.7833; law 0.6366 (no unit)
exit cosine at longest slab 0.8180; pi/4 0.7854
CONSTANT SCATTERING TIME, same mobility
L/nm  T_average  law_error/%
   1    0.88420      3.24
   3    0.73471      5.80
  10    0.47900      6.79
  30    0.24729      4.63
 100    0.09296      1.97
 200    0.04923      1.07
simulated T at 10 nm 0.48016 (no unit)
NEGLECTED EFFECTS
200 nm, drop 2 kT: simulated T 0.0845, diffusion 0.0854
30 nm, drop 0.05 V: T 0.3958 (no unit)
30 nm, drop 0.50 V: T 0.7346 (no unit)
density 1e+13 cm^-2: Fermi level 0.0606 eV
degenerate lambda 15.90 nm; T at 30 nm 0.3464
tunnel/thermal flow, barrier 0.3 eV (no unit):
  3 nm 1.09e+02; 10 nm 4.46e-02; 30 nm 4.37e-03
thermal wavelength 9.87 nm
scattering time 27.01 fs; hbar/time 0.0244 eV
heavy-axis mass 0.92 m_e: lambda 4.76 nm
flux above 0.06 eV phonon energy 20.0 %
lambda at 360 K, mobility as T^-1.5: 8.73 nm
\end{verbatim}
